# How thiourea lets tin(II) displace copper in immersion tin: a numerical check

```python
"""Immersion tin on copper: Sn2+ + 2 Cu -> Sn + 2 Cu+.
Result under test: displacement can run only while the free Cu+ activity
is below a* = sqrt(a_Sn) exp(-F (E1 - E2) / (R T)).
E1, E2, E3: standard potentials of Cu+/Cu, Sn2+/Sn, Cu2+/Cu (V vs SHE).
a_Sn: tin(II) activity. beta4: formation constant of Cu(thiourea)4+.
Activities are relative to 1 mol/L; concentrations replace them in the bath.
The Gibbs energy is minimized numerically as an independent check.
"""
import numpy as np
from mpmath import mp, mpf, log as mlog
from scipy.constants import R, physical_constants
from scipy.optimize import brentq

mp.dps = 100
F = physical_constants["Faraday constant"][0]
T25 = 298.15
E1, E2, E3 = 0.52, -0.14, 0.34
beta4, beta3 = 1e15, 1e13          # rough values
thiourea, copper = 1.0, 0.01       # total concentrations, mol/L
tin_molar_mass, tin_density = 118.7, 7.3   # g/mol, g/cm3
RTF = R * T25 / F


def threshold(a_sn=1.0, temperature=T25, gap=E1 - E2):
    return np.sqrt(a_sn) * np.exp(-F * gap / (R * temperature))


def gibbs_copper(charge, e_standard, a_sn=1.0, ligand=0.0):
    """Dissolved copper at the Gibbs minimum, tin(II) activity held fixed.
    Energies are in RT per litre; with ligand, all copper is Cu(tu)4+."""
    mu_copper = mpf(charge * e_standard / RTF)
    if ligand:
        mu_copper -= mlog(mpf(beta4))
    mu_tin = mpf(2 * E2 / RTF) + mlog(mpf(a_sn))

    def energy(log_x):
        x = mpf(10) ** log_x
        g = x * (mu_copper + mlog(x) - 1) - x * charge / 2 * mu_tin
        if ligand:
            free = mpf(ligand) - 4 * x
            g += free * (mlog(free) - 1)
        return g

    low = mpf(-40)
    top = mpf(ligand) / 4 * (1 - mpf(10) ** -12) if ligand else mpf(1)
    high = mlog(top) / mlog(10)
    for _ in range(130):
        left, right = low + (high - low) / 3, high - (high - low) / 3
        if energy(left) < energy(right):
            high = right
        else:
            low = left
    return float(mpf(10) ** ((low + high) / 2))


def bath(c, total, constants):
    """Free copper and free thiourea from the full mass balance."""
    def binding(L):
        return 1 + sum(b * L**n for n, b in constants.items())

    def excess(L):
        bound = sum(n * b * L**n for n, b in constants.items())
        return L + c * bound / binding(L) - total

    L = brentq(excess, 0.0, total, xtol=1e-15, rtol=1e-13)
    return c / binding(L), L


def copper_potential(a_cu):
    return E1 + RTF * np.log(a_cu)


def tin_thickness_nm(c):
    """Tin from c mol/L of released Cu+, on 1 dm2 per litre."""
    return c / 2 * tin_molar_mass / tin_density / 100 * 1e7


# Threshold and its dependence on tin activity
a_star = threshold()
a_star_dilute = threshold(a_sn=0.1)
assert abs(gibbs_copper(1, E1) / a_star - 1) < 1e-8
assert abs(gibbs_copper(1, E1, a_sn=0.1) / a_star_dilute - 1) < 1e-8

# Copper(II) beside copper(I) at the threshold
K_com = np.exp(2 * (E3 - E1) / RTF)
cu2_star = a_star**2 / K_com
assert abs(gibbs_copper(2, E3) / cu2_star - 1) < 1e-8
assert cu2_star < 1e-3 * a_star

# Same dissolved copper without ligand, in equilibrium with the metal
cu1_bare = brentq(lambda a: a + a * a / K_com - copper, 0, copper,
                  xtol=1e-16)
E_bare = copper_potential(cu1_bare)
E_bare_from_cu2 = E3 + RTF / 2 * np.log(copper - cu1_bare)
assert abs(E_bare - E_bare_from_cu2) < 1e-7
assert E_bare > E2

# Working bath with thiourea
cu_free, L_free = bath(copper, thiourea, {4: beta4})
E_bath = copper_potential(cu_free)
E_complex = E1 - RTF * np.log(beta4)
L_simple = thiourea - 4 * copper
E_simple = E_complex + RTF * np.log(copper / L_simple**4)
assert abs(E_bath - E_simple) < 1e-8
assert E_bath < E2 and cu_free < a_star

# Least thiourea: the cell voltage must change sign there
L_min = ((copper / a_star - 1) / beta4) ** 0.25
T_min = L_min + 4 * (copper - a_star)
below = E2 - copper_potential(bath(copper, 0.99 * T_min, {4: beta4})[0])
above = E2 - copper_potential(bath(copper, 1.01 * T_min, {4: beta4})[0])
assert below < 0 < above

# Copper load at which displacement stops
L_end = brentq(lambda L: L + 4 * a_star * beta4 * L**4 - thiourea,
               0, thiourea, xtol=1e-15)
c_max = a_star * (1 + beta4 * L_end**4)
assert abs(gibbs_copper(1, E1, ligand=thiourea) / c_max - 1) < 1e-6

# Sizes of neglected effects
factor_5mV = np.exp(0.005 / RTF)
both = {3: beta3, 4: beta4}
cu_free_both = bath(copper, thiourea, both)[0]
T_min_both = brentq(lambda t: np.log(bath(copper, t, both)[0] / a_star),
                    0.02, 1.0)
assert cu_free_both < cu_free and T_min_both < T_min
T_hot, entropy = 343.15, 80.0      # K, rough J/(mol K) per mole of tin
gap_hot = E1 - E2 - entropy * (T_hot - T25) / (2 * F)
a_hot = threshold(temperature=T_hot, gap=gap_hot)
beta_needed = (copper / a_star - 1) / L_free**4
beta_needed_hot = (copper / a_hot - 1) / L_free**4
alloy_energy = 30e3                # rough J released per mole of tin
alloy_shift = alloy_energy / (2 * F)
a_alloy = threshold(gap=E1 - E2 - alloy_shift)
assert tin_thickness_nm(a_alloy) < 0.1
E_hydrogen = -RTF * np.log(10) * 1.0   # pH 1, hydrogen at 1 bar
area_1um = tin_thickness_nm(copper) / 1000


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Temperature", T25, "K", ".2f")
show("RT/F", RTF, "V", ".6f")
show("Nernst slope per decade, one electron", RTF * np.log(10), "V", ".5f")
show("Standard potential Cu+/Cu", E1, "V", ".2f")
show("Standard potential Sn2+/Sn", E2, "V", ".2f")
show("Standard potential Cu2+/Cu", E3, "V", ".2f")
show("Standard cell voltage", E2 - E1, "V", ".2f")
show("Threshold free Cu+ activity a*", a_star, "", ".3e")
show("log10 of a*", np.log10(a_star), "", ".3f")
show("a* from Gibbs minimum", gibbs_copper(1, E1), "", ".3e")
show("K for Cu + Cu2+ = 2 Cu+", K_com, "", ".3e")
show("Cu2+ activity at threshold", cu2_star, "", ".3e")
show("Tin thickness without thiourea", tin_thickness_nm(a_star), "nm", ".2e")
show("Total dissolved copper in bath", copper, "mol/L")
show("Tinned area giving it at 1 um tin", area_1um, "dm2/L", ".2f")
show("No thiourea: free Cu+", cu1_bare, "mol/L", ".3e")
show("No thiourea: copper potential", E_bare, "V", ".3f")
show("No thiourea: cell voltage", E2 - E_bare, "V", ".3f")
show("Total thiourea", thiourea, "mol/L", ".2f")
show("Rough beta4 of Cu(tu)4+", beta4, "(L/mol)^4", ".1e")
show("Standard potential of complexed couple", E_complex, "V", ".3f")
show("With thiourea: free thiourea", L_free, "mol/L", ".3f")
show("With thiourea: free Cu+", cu_free, "mol/L", ".3e")
show("With thiourea: copper potential", E_bath, "V", ".3f")
show("With thiourea: cell voltage", E2 - E_bath, "V", ".3f")
show("Ratio a* / free Cu+ in bath", a_star / cu_free, "", ".2e")
show("Least free thiourea", L_min, "mol/L", ".4f")
show("Least total thiourea", T_min, "mol/L", ".4f")
show("Cell voltage at 0.99 of least total", below * 1000, "mV", ".2f")
show("Cell voltage at 1.01 of least total", above * 1000, "mV", ".2f")
show("Free thiourea when displacement stops", L_end, "mol/L", ".4f")
show("Copper load when displacement stops", c_max, "mol/L", ".4f")
show("Equilibrium bound on tin thickness",
     tin_thickness_nm(c_max) / 1000, "um", ".0f")
show("Factor in a* for 5 mV error", factor_5mV, "", ".3f")
show("a* at tin activity 0.1", a_star_dilute, "", ".3e")
show("Rough beta3 of 1:3 complex", beta3, "(L/mol)^3", ".1e")
show("Free Cu+ with 1:3 complex added", cu_free_both, "mol/L", ".3e")
show("Least total thiourea with 1:3 added", T_min_both, "mol/L", ".4f")
show("Hot bath temperature", T_hot, "K", ".2f")
show("Rough reaction entropy", entropy, "J/(mol K)", ".0f")
show("a* in hot bath", a_hot, "", ".2e")
show("log10 beta4 needed at 298.15 K", np.log10(beta_needed), "", ".2f")
show("log10 beta4 needed in hot bath", np.log10(beta_needed_hot), "", ".2f")
show("Rough alloying energy", alloy_energy / 1000, "kJ/mol Sn", ".0f")
show("Alloying shift of tin potential", alloy_shift, "V", ".3f")
show("a* for tin entering the alloy", a_alloy, "", ".2e")
show("Alloyed tin without thiourea, as tin thickness",
     tin_thickness_nm(a_alloy), "nm", ".2e")
show("Hydrogen potential at pH 1", E_hydrogen, "V", ".3f")
print("verified")
```

Printed output:

```
Temperature: 298.15 K
RT/F: 0.025693 V
Nernst slope per decade, one electron: 0.05916 V
Standard potential Cu+/Cu: 0.52 V
Standard potential Sn2+/Sn: -0.14 V
Standard potential Cu2+/Cu: 0.34 V
Standard cell voltage: -0.66 V
Threshold free Cu+ activity a*: 6.977e-12
log10 of a*: -11.156
a* from Gibbs minimum: 6.977e-12
K for Cu + Cu2+ = 2 Cu+: 8.218e-07
Cu2+ activity at threshold: 5.924e-17
Tin thickness without thiourea: 5.67e-06 nm
Total dissolved copper in bath: 0.01 mol/L
Tinned area giving it at 1 um tin: 8.13 dm2/L
No thiourea: free Cu+: 9.024e-05 mol/L
No thiourea: copper potential: 0.281 V
No thiourea: cell voltage: -0.421 V
Total thiourea: 1.00 mol/L
Rough beta4 of Cu(tu)4+: 1.0e+15 (L/mol)^4
Standard potential of complexed couple: -0.367 V
With thiourea: free thiourea: 0.960 mol/L
With thiourea: free Cu+: 1.177e-17 mol/L
With thiourea: copper potential: -0.482 V
With thiourea: cell voltage: 0.342 V
Ratio a* / free Cu+ in bath: 5.93e+05
Least free thiourea: 0.0346 mol/L
Least total thiourea: 0.0746 mol/L
Cell voltage at 0.99 of least total: -2.24 mV
Cell voltage at 1.01 of least total: 2.19 mV
Free thiourea when displacement stops: 0.0759 mol/L
Copper load when displacement stops: 0.2310 mol/L
Equilibrium bound on tin thickness: 188 um
Factor in a* for 5 mV error: 1.215
a* at tin activity 0.1: 2.206e-12
Rough beta3 of 1:3 complex: 1.0e+13 (L/mol)^3
Free Cu+ with 1:3 complex added: 1.165e-17 mol/L
Least total thiourea with 1:3 added: 0.0700 mol/L
Hot bath temperature: 343.15 K
Rough reaction entropy: 80 J/(mol K)
a* in hot bath: 3.81e-10
log10 beta4 needed at 298.15 K: 9.23
log10 beta4 needed in hot bath: 7.49
Rough alloying energy: 30 kJ/mol Sn
Alloying shift of tin potential: 0.155 V
a* for tin entering the alloy: 2.96e-09
Alloyed tin without thiourea, as tin thickness: 2.41e-03 nm
Hydrogen potential at pH 1: -0.059 V
verified
```
